# Surface Energy and Work of Adhesion from Slab Thickness Fits

## The choice of bulk reference

The work of adhesion of a wafer joint can be built from surface and interface energies. Extracting these from slab calculations requires an energy for the bulk crystal. It can be taken from a separate bulk run, or from the slabs themselves. The choice matters because the bulk energy is multiplied by the slab thickness before it is subtracted. An error of a few meV per layer then becomes an error in surface energy that grows without limit as the slab is thickened.

Let two solids have surface energies $\gamma_1$ and $\gamma_2$, and let their common interface have energy $\gamma_{12}$, all per unit area. The work of adhesion is

$$W=\gamma_1+\gamma_2-\gamma_{12},$$

positive when separation costs energy. If two halves of one crystal are rejoined perfectly, $\gamma_{12}=0$ and $W=2\gamma$.

## Why the separate reference diverges

Take a slab of $N$ identical layers with two equivalent faces, each of area $A$ per surface cell. Its total energy per cell is $E_N$. All slabs share the same settings: in-plane lattice constant, in-plane k-mesh, basis and energy functional. Assume that the two faces decouple as the slab thickens. Each added layer then contributes a fixed energy $e$, and

$$E_N=Ne+2A\gamma+r_N,\qquad r_N\to0. \tag{1}$$

The meaning of $e$ follows from a ring of $N$ layers with no surfaces. At fixed in-plane wavevector $\mathbf k$, the phase $q$ per layer takes the values $2\pi j/N$. The energy per layer is the average over these values, which tends to an integral as $N$ grows:

$$e=\left\langle\int_0^{2\pi}\frac{dq}{2\pi}\,\epsilon(\mathbf k,q)\right\rangle_{\mathbf k\ \text{in slab mesh}}. \tag{2}$$

Here $\epsilon(\mathbf k,q)$ is the energy contribution of one layer. Cutting the ring open changes the energy near the cut but not, under the decoupling assumption, the energy per layer far from it. Thus $e$ carries the error of the slab's in-plane mesh, while its normal direction is fully integrated.

Now subtract a different bulk energy $e'$. The apparent surface energy is

$$\gamma'_N=\frac{E_N-Ne'}{2A}.$$

Inserting (1) and collecting the terms proportional to $N$ gives

$$\gamma'_N=\gamma-\frac{N(e'-e)}{2A}+\frac{r_N}{2A}. \tag{3}$$

The middle term diverges linearly unless $e'=e$. Improving the bulk mesh alone does not remove the divergence: it brings $e'$ closer to the true bulk energy, whereas cancellation requires the energy in (2). A separate bulk run is safe if it uses the slab's in-plane mesh and other settings and a converged normal mesh.

## The fit and its errors

Fit $E_i\approx b+sN_i$ to $n$ slabs by minimizing $\sum_i(E_i-b-sN_i)^2$. Setting the derivative with respect to $b$ to zero gives $b=\bar E-s\bar N$, where bars denote means. Substituting this and setting the derivative with respect to $s$ to zero gives

$$s=\frac1S\sum_i(N_i-\bar N)E_i,\qquad S=\sum_i(N_i-\bar N)^2.$$

The mean $\bar E$ has dropped out of $s$ because $\sum_i(N_i-\bar N)=0$. The intercept is therefore a weighted sum of slab energies:

$$b=\sum_iw_iE_i,\qquad w_i=\frac1n-\frac{\bar N(N_i-\bar N)}S. \tag{4}$$

Two sums of the weights are needed. First, $\sum_iw_i=1$, since the second term of $w_i$ sums to zero. Second, because $\sum_i(N_i-\bar N)N_i=S$,

$$\sum_iw_iN_i=\bar N-\frac{\bar N}{S}\,S=0.$$

Inserting (1) into (4) then gives

$$b=2A\gamma+\sum_iw_ir_i. \tag{5}$$

The unknown $e$ has cancelled, and the surface energy is $\gamma=b/(2A)$ up to the bias in the last term. For inequivalent faces, $b/A$ is the sum of the two surface energies, and the fit cannot divide it between them.

If each energy also has independent random noise of standard deviation $\sigma$, the variance of $b$ is $\sigma^2\sum_iw_i^2$. The cross term in $w_i^2$ sums to zero, so

$$\sigma_b=\sigma\sqrt{\frac1n+\frac{\bar N^2}{S}}. \tag{6}$$

For two adjacent slabs, $N-1$ and $N$, we have $n=2$, $\bar N=N-\tfrac12$ and $S=\tfrac12$. The quantity under the root is $\tfrac12+2(N-\tfrac12)^2=N^2+(N-1)^2$. Taking the bulk energy from the last thickness increment thus amplifies noise roughly in proportion to $N$. A wide window suppresses noise, but extending it to thin slabs increases the bias in (5). The window is a compromise between the two.

## Procedure

1. Fix one surface cell, one in-plane mesh and one set of numerical settings.
2. Compute $E_N$ for several thicknesses, and fit (4).
3. Remove the thinnest slab and refit. A shift well above (6), evaluated for the reduced set of slabs, signals a remainder. A smaller shift does not prove the remainder absent, and the shift can understate the bias: in the model below, dropping $N=4$ from the window $N=4$ to 12 moves $b$ by 6.4 meV while the bias of that window is 10.6 meV.
4. Repeat with a finer in-plane mesh, using the same thickness window.
5. Treat the joined slabs in the same way, and form $W$.

## A silicon model

The example is an ideal, unreconstructed Si(111) surface in a nearest-neighbour tight-binding model with one $s$ and three $p$ orbitals per atom. One "layer" is a double layer of two atoms per surface cell. The levels are $E_s=-6.5$ eV and $E_p=0$. The two-centre hoppings $(ss\sigma,sp\sigma,pp\sigma,pp\pi)$ are $(-1.8,2.0,3.0,-0.9)$ eV at the bond length $d_0=0.235$ nm, and scale as $(d_0/d)^2$. Each bond also has a repulsion $\phi(d_0/d)^m$ with $\phi=3.5$ eV. The surface cell has $A=0.12754$ nm².

The exponent $m$ is fixed by requiring equilibrium at $d_0$. Let $B(\lambda)$ be the bulk band energy per double layer, on the $4\times4$ in-plane mesh used below, when all hoppings are multiplied by $\lambda$. With $x=d/d_0$ and four bonds per double layer, the energy is $B(x^{-2})+4\phi x^{-m}$. Its derivative at $x=1$ must vanish:

$$-2B'(1)-4m\phi=0\quad\Rightarrow\quad m=-\frac{B'(1)}{2\phi}=4.749.$$

Each face has one dangling bond per cell. The model assigns one electron to each of the two surface bands at every $\mathbf k$, and fills the $4N-1$ bands below them doubly. This is a constraint, not the lowest filling of independent electrons. It has a numerical benefit. If coupling through the slab splits two surface levels into $\varepsilon\pm\tau$, their summed energy is $2\varepsilon$, with no term linear in $\tau$. Filling the lower level twice would give $2\varepsilon-2\tau$.

### Reading the thickness data

On a shifted $4\times4$ in-plane mesh, the same-mesh bulk energy (2) is $e=-38.368224$ eV. Subtracting $Ne$ leaves 3.83472, 3.82349, 3.82238 and 3.82224 eV for $N=4$, 6, 8 and 20. Relative to the last value, the remainders are about 12.5, 1.2 and 0.1 meV. They fall by about a factor of ten for every two double layers, as expected for faces that communicate through gapped material.

The fit over all thicknesses from $N=4$ to 12 gives $b=3.83285$ eV. With 1 eV/nm² equal to 0.1602 J/m²,

$$\gamma=\frac{3.83285\ \text{eV}}{2(0.12754\ \text{nm}^2)}=15.03\ \text{eV/nm}^2=2.408\ \text{J/m}^2.$$

The $N=20$ slab with the same-mesh bulk energy gives 2.401 J/m². The fit is thus 0.3% higher, or 10.6 meV in $b$. Equation (5) locates the cause. Here $n=9$, $\bar N=8$ and $S=60$, so the weight of the $N=4$ slab is

$$w_4=\frac19+\frac{8\times4}{60}=0.644.$$

Its contribution to the bias is $0.644\times12.5=8.0$ meV, most of the total. Using only thin slabs is worse: a fit to $N=1$ to 4 gives 2.928 J/m², 22% above the $N=20$ value.

For an assumed noise of 1 meV per slab, (6) gives 1.09 meV for the full window, so bias dominates there. Using $N=8,10,12$ instead gives weights 2.833, 0.333 and $-2.167$. The bias drops to about 0.4 meV, but the noise rises to $\sqrt{1/3+100/8}=3.6$ meV. The adjacent pair $N=11,12$ would have a noise of 16.3 meV.

### Reading the divergence

A separate bulk run on a centred $4\times4\times4$ mesh gives $e'-e=31.6$ meV. Equation (3) predicts a drift of

$$-\frac{0.03162}{2(0.12754)}\times0.1602=-0.0199\ \text{J/m}^2$$

per double layer. The apparent surface energy indeed falls from 2.163 J/m² at $N=12$ to 2.004 J/m² at $N=20$, a change of $-0.159$ J/m² over eight double layers.

A much denser $12\times12\times12$ bulk mesh still differs from $e$ by 4.3 meV. The apparent value then falls from 2.368 to 2.346 J/m² over the same interval. The drift is smaller but has not gone, because the slabs still use their original mesh.

The surface energy itself is much less sensitive to that mesh. For the common window $N=6,8,10$, the $4\times4$ data and a $10\times10$ calculation both give 2.403 J/m². In this example the mesh error resides mainly in the term proportional to $N$, which the fit removes.

The fit is not automatically more accurate than subtraction. Here the same-mesh bulk energy combined with one thick slab has less bias than the $N=4$ to 12 fit. The fit is useful when such consistency cannot be guaranteed, and as a check when it is thought to hold.

## When a straight line is insufficient

A metallic chain shows what happens when the remainder decays slowly. Consider an even number $N$ of sites with nearest-neighbour hopping $-t$ and one electron per site. The levels are $-2t\cos(j\theta)$ with $\theta=\pi/(N+1)$, and those with $j=1,\ldots,N/2$ are doubly occupied. To sum them, use

$$2\sin\frac\theta2\cos(j\theta)=\sin\!\left[(j+\tfrac12)\theta\right]-\sin\!\left[(j-\tfrac12)\theta\right].$$

Adding over $j$ cancels all but the two end terms. The upper one is $\sin[(N+1)\theta/2]=\sin(\pi/2)=1$, so

$$\sum_{j=1}^{N/2}\cos(j\theta)=\frac{1-\sin(\theta/2)}{2\sin(\theta/2)}.$$

Multiplication by $-4t$, a factor of two coming from spin, gives

$$E_N=-2t\left[\frac1{\sin(\theta/2)}-1\right].$$

For small $x=\theta/2=\pi/[2(N+1)]$, $1/\sin x=1/x+x/6+O(x^3)$. Hence

$$E_N=-\frac{4t}{\pi}N+t\left(2-\frac4\pi\right)-\frac{\pi t}{6(N+1)}+O(N^{-3}).$$

The energy of the two ends is $0.7268t$, but a straight-line fit to $N=4,6,\ldots,12$ gives $0.5978t$, which is 18% too low. Inserting the leading remainder into (5) predicts a bias of $-0.1276t$, close to the actual $-0.1290t$. Longer chains reduce the error. For this chain one may also fit a term in $1/(N+1)$, but that form should not be assumed for a metal with another band filling.

## From surface energy to adhesion

Join two identical slabs of $N$ layers, and call the total energy $E_{N|N}$. Besides the interface there are two outer faces, so

$$E_{N|N}=2Ne+2A\gamma+A\gamma_{12}+\text{remainder}.$$

If $J$ is the intercept of a fit against the total thickness $2N$, then $A\gamma_{12}=J-b$ and

$$W=2\gamma-\gamma_{12}=\frac{2b-J}{A}. \tag{7}$$

A direct route needs no bulk energy at all:

$$W=\frac{2E_N-E_{N|N}}A+\text{remainder},$$

because $2Ne$ cancels. The same subtraction works for two different solids if the separate and joined slabs have equal thicknesses, settings and in-plane strain.

For a perfect joint, setting $\gamma_{12}=0$ gives $W=2\gamma=4.82$ J/m² from the fitted surface energy, and direct separation gives 4.80 J/m². Fitting the unstretched joined slabs with $2N=8$ to 16 would give $\gamma_{12}\approx-0.013$ J/m² instead of zero, because the bias of $b$ is not matched by an equal bias in $J$. As an imperfect joint, let the bonds across the interface be stretched by 10% without further relaxation. The fitted interface energy is 0.171 J/m², so $W=4.815-0.171=4.644$ J/m². Direct separation gives 4.616 J/m², 0.6% less. Equation (7) counts the bias of $b$ twice, which accounts for most of the difference. The small interface energy suffers more in relative terms: the direct values imply $4.8017-4.6163=0.1854$ J/m², so the fitted one is about 8% low.

## The model beside a real wafer joint

The bond length is close to that of silicon, and the hoppings are rough typical values. The model gap of 2.0 eV is well above the real value of about 1.1 eV, and the cohesive energy of 6.2 eV per atom exceeds the real value of roughly 4.6 eV. The surface energy is also high beside the rough range of 1 to 2 J/m² usually associated with Si(111). It illustrates the extraction and is not a prediction for silicon. The most consequential broken assumption is that of clean, registered surfaces. Wafers bonded at room temperature can meet through oxide, hydroxyl groups and water, and their separation energy is then of order 0.1 J/m², tens of times below the ideal 4.8 J/m². Annealing can raise it to a few J/m².

Within the model, the largest neglected effect that was sized is the constrained surface filling. Letting independent electrons fill the lowest states lowers $\gamma$ by 0.26 J/m², about 11%. Moving only the outermost atoms along the normal lowers it by 0.0007 J/m². This says little about relaxation in real silicon, where deeper atoms also move and the surface reconstructs. An on-site charging energy with a rough $U=7$ eV raises $\gamma$ by at most 0.006 J/m²; long-range electrostatics is omitted. If the three vibrations of one surface atom soften by an assumed 20%, the classical free energy at 300 K lowers $\gamma$ by about 0.02 J/m². Silicon's stiffer vibrations are not classical at this temperature: for quantum oscillators of 60 meV the same softening would give about 0.03 J/m². The filling and vibration effects exceed both the noise of the fit, 0.0007 J/m² for the assumed 1 meV per slab, and its bias of 0.007 J/m², so a small fitting error must not be read as the accuracy of the adhesion energy. The full set of values is in the numerical output.

## Table of computed values

```
s and p levels: -6.5, 0.0 eV
hoppings ss,sp,pp-sigma,pp-pi: -1.8, 2.0, 3.0, -0.9 eV
repulsion per bond: 3.50 eV; exponent 4.749
bond length: 0.235 nm; cell area: 0.12754 nm^2
model bulk gap on 8x8x8 mesh: 2.020 eV
cohesive energy: 6.182 eV/atom
slab mesh: 4x4 shifted; fit window: 4 to 12 double layers
N=1: E=-33.78111 eV, E-N*e=4.58711 eV
N=2: E=-72.75209 eV, E-N*e=3.98435 eV
N=4: E=-149.63817 eV, E-N*e=3.83472 eV
N=6: E=-226.38585 eV, E-N*e=3.82349 eV
N=8: E=-303.12342 eV, E-N*e=3.82238 eV
N=10: E=-379.85998 eV, E-N*e=3.82226 eV
N=12: E=-456.59644 eV, E-N*e=3.82224 eV
N=20: E=-763.54223 eV, E-N*e=3.82224 eV
fitted slope: -38.369297 eV per double layer
same-mesh bulk e: -38.368224 eV per double layer
fitted intercept: 3.83285 eV per cell (two faces)
reference intercept, N=20: 3.82224 eV per cell
surface energy: 15.0265 eV/nm^2
surface energy: 2.4075 J/m^2
thin window N=1-4 gives: 2.9283 J/m^2
coarse bulk (4x4x4 centred) minus e: 31.624 meV
dense bulk (12x12x12) minus e: 4.335 meV
apparent gamma N=4: coarse 2.3292, dense 2.3978 J/m^2
apparent gamma N=8: coarse 2.2420, dense 2.3791 J/m^2
apparent gamma N=12: coarse 2.1625, dense 2.3682 J/m^2
apparent gamma N=20: coarse 2.0036, dense 2.3464 J/m^2
assumed energy noise: 1.0 meV per slab
intercept noise, full window: 1.085 meV
intercept noise, N=11,12 only: 16.279 meV
gamma noise, full window: 0.00068 J/m^2
metal chain exact two-end energy: 0.72676 t
metal chain fit, N=4,6,...,12: 0.59775 t
metal chain bias from remainder law: -0.12755 t
perfect-joint work 2*gamma: 4.8150 J/m^2
perfect-joint work, direct: 4.8017 J/m^2
interface bond stretch: 10 percent
interface energy: 0.1708 J/m^2
stretched-joint work, fit: 4.6442 J/m^2
stretched-joint work, direct: 4.6163 J/m^2
gamma on 10x10 mesh, N=6,8,10: 2.4027 J/m^2
outer atom shift (outward +): -0.0013 nm
relaxation lowers gamma by: 0.0007 J/m^2
free band filling lowers gamma by: 0.2573 J/m^2
outermost atom charge: 0.0059 e; next: -0.0307 e
charging bound, U=7 eV: 0.0055 J/m^2
surface bands above valence top: 0.154 to 1.110 eV
their weight in outer 2+2 double layers: 0.971
vibration, 300 K, 20 percent softening: 0.0217 J/m^2
```
